# Pressure derivative of a charge-transition level from formation volumes

## Form of the result

An energy divided by a pressure is a volume. The pressure derivative of a charge-transition level must therefore be a volume belonging to the transfer of one electron. Exchanging the labels of the two charge states cannot change the level, so a difference of their volumes must be divided by a charge difference that also changes sign. Finally, a uniform shift of all electron energies, even one that varies with pressure, cannot move the level relative to the valence-band edge. This last symmetry requires the volume to include the electron reservoir as well as the defect cell. These arguments suggest

$$
\frac{d\varepsilon(q/q')}{dp}
=\frac{V_f(q)-V_f(q')}{q'-q}. \tag{1}
$$

They do not fix the numerical factor or the sign, which follow from the thermodynamics below.

Here $q$ and $q'$ are the defect charges in units of $e>0$, and $\varepsilon$ is measured upward from the valence-band edge $E_v$. The formation volume $V_f$ is taken at fixed temperature and at a Fermi level held at that edge. The pressure is hydrostatic, and both charge states contain the same atoms.

## Formation energies and the level

Let $G_q(p,T)$ be the Gibbs energy of a cell containing the defect, and $G_b(p,T)$ that of the corresponding bulk cell. If $n_i$ atoms of species $i$ are added, with removal counted as negative, then

$$
G_f(q;E_F)=G_q-G_b-\sum_i n_i\mu_i+q(E_v+E_F). \tag{2}
$$

The atomic chemical potentials are $\mu_i$, and $E_F$ is measured from $E_v$. The last term enters with a plus sign because the $q$ electrons missing from a positive defect have been placed in a reservoir at energy $E_v+E_F$. Its value depends on the zero of energy, as does that of $G_q$.

At the transition level the two formation energies are equal. Equation (2) is linear in $E_F$, so setting $E_F=\varepsilon$ gives

$$
G_f(q;0)+q\varepsilon=G_f(q';0)+q'\varepsilon .
$$

Collecting the terms in $\varepsilon$ on the right,

$$
\varepsilon(q/q')=\frac{G_f(q;0)-G_f(q';0)}{q'-q}. \tag{3}
$$

The bulk energy and atomic reservoirs are the same in both terms and cancel:

$$
\varepsilon(q/q')=\frac{G_q-G_{q'}}{q'-q}-E_v. \tag{4}
$$

The minus sign before $E_v$ comes from $(q-q')/(q'-q)=-1$. For a single donor,

$$
\varepsilon(+/0)=G_0-G_+-E_v,
$$

which is the energy needed to take an electron from the valence edge and put it on the ionized donor, with relaxation included.

## Why the pressure derivative is a volume

First take zero temperature and omit zero-point motion. Let $E_q(V,\mathbf R)$ be the energy at cell volume $V$ and internal coordinates $\mathbf R$. The enthalpy is

$$
H_q(p)=\min_{V,\mathbf R}\left[E_q(V,\mathbf R)+pV\right].
$$

Differentiate along the relaxed structure $V_q(p),\mathbf R_q(p)$:

$$
\frac{dH_q}{dp}=V_q+
\left(\frac{\partial E_q}{\partial V}+p\right)\frac{dV_q}{dp}
+\frac{\partial E_q}{\partial\mathbf R}\cdot\frac{d\mathbf R_q}{dp}.
$$

At the minimum the bracket vanishes and so do the internal forces. Hence

$$
\frac{dH_q}{dp}=V_q. \tag{5}
$$

Structural relaxation does affect $V_q$, but it adds no separate term to (5). At finite temperature, $dG_q=-S_q\,dT+V_q\,dp$ at fixed composition and charge gives the same relation at constant $T$.

Write $v_i=(\partial\mu_i/\partial p)_T$ for the atomic reservoir volumes and $V_b$ for the bulk-cell volume. Differentiating (2) at $E_F=0$ gives

$$
V_f(q)=V_q-V_b-\sum_i n_i v_i+q\frac{dE_v}{dp}. \tag{6}
$$

Differentiating (3), whose denominator is constant, gives (1) with unit numerical factor. Substituting (6) gives the form most useful in a calculation:

$$
\boxed{\frac{d\varepsilon(q/q')}{dp}
=\frac{V_q-V_{q'}}{q'-q}-\frac{dE_v}{dp}.} \tag{7}
$$

The difference of bare cell volumes is thus insufficient unless $dE_v/dp=0$ in the chosen potential reference.

For $+/0$, equation (1) becomes $V_f(0)-V_f(+)$. The level moves away from the valence edge under pressure if capturing an electron from that edge increases the total volume. For $2+/0$,

$$
\varepsilon(2+/0)=\frac{G_0-G_{2+}}{2}-E_v
=\frac{\varepsilon(2+/+)+\varepsilon(+/0)}{2}, \tag{8}
$$

because $G_+$ cancels in the sum. Its slope is likewise the mean of the two one-electron slopes.

## Potential reference and finite cells

Add a uniform electron potential $\phi(V)=D\ln(V/V_0)$, with a compensating energy on the positive cores so that neutral cells do not change. A cell of charge $q$ has $q$ fewer electrons than the neutral one, so its energy changes by $-q\phi$. To first order in $D$, stationarity lets the added enthalpy be evaluated at the old structure:

$$
\delta H_q=-qD\ln(V_q/V_0).
$$

With $B_q=-V_q\,dp/dV_q$, its pressure derivative is

$$
\delta V_q=-\frac{qD}{V_q}\frac{dV_q}{dp}=\frac{qD}{B_q}.
$$

The bulk valence edge changes by $D\ln(V_b/V_0)$, so

$$
\delta\left(\frac{dE_v}{dp}\right)=-\frac{D}{B},
\qquad
\delta V_f(q)=qD\left(\frac1{B_q}-\frac1B\right). \tag{9}
$$

Here $B$ is the bulk modulus of the perfect crystal. One defect in a growing cell changes the modulus by a vanishing fraction, so $B_q\to B$ and the first-order change disappears. The second-order energy change is $-q^2D^2/(2BV)$ to leading order in cell size, from a linear force $qD/V$ acting on a volume stiffness $B/V$. It also vanishes in the dilute limit.

An implementation must use one potential convention for the charged cells, their stresses and the bulk edge. If a charge or alignment correction $C_q(p)$ is added to the formation energy, $dC_q/dp$ must be added to $V_f(q)$.

Relaxation volumes can also be obtained at fixed cell volume. Relax the atoms at the bulk equilibrium volume $V_0$ and let $\Delta P_q$ be the resulting excess pressure. Expanding the cell until its pressure returns to zero gives, to first order,

$$
0\simeq \Delta P_q-\frac{B}{V_0}(V_q-V_0),
\qquad
V_q-V_0\simeq\frac{V_0\Delta P_q}{B}. \tag{10}
$$

Once the cell is large enough that defect states in neighbouring cells no longer overlap, the excess pressure falls as the inverse cell volume. Anharmonicity and the defect's change of the modulus therefore give relative corrections to (10) that fall in the same way.

## Shallow levels and the conduction edge

For a shallow acceptor, the electron captured in $0/-$ fills a hole close to the valence edge. Then $G_--G_0=E_v+E_b$, where $E_b$ is a small binding energy, and (4) gives $\varepsilon(0/-)=E_b$. Its slope is $dE_b/dp$: the large edge shift has cancelled.

For a shallow donor, $G_0-G_+=E_c-E_b$, where $E_c$ is the conduction edge. With $E_g=E_c-E_v$,

$$
\frac{d\varepsilon(+/0)}{dp}=\frac{dE_g}{dp}-\frac{dE_b}{dp}.
$$

The level then follows the gap apart from the change in binding. For any level, the depth below the conduction edge is $E_g-\varepsilon$, so

$$
\frac{d(E_g-\varepsilon)}{dp}=\frac{dE_g}{dp}-\frac{d\varepsilon}{dp}. \tag{11}
$$

## A double donor in a silicon-like model

The example is a substitutional double donor in a 64-atom diamond-lattice cell. Each atom has one $s$, three $p$ and one excited $s^*$ orbital. The nearest-neighbour Hamiltonian uses a published silicon parameter set rounded to one decimal. Hopping energies have the scale $\hbar^2/(md^2)$ and vary as $(d_0/d)^2$, where $d$ is the bond length and $d_0$ its bulk value. Orbital energies are held fixed as the volume changes.

The lattice constant is 5.40 Å and the bulk modulus 100 GPa, both rough silicon-like values. The donor's $s$ and $p$ orbitals are lowered by 8.0 and 2.0 eV; these are round model choices, not values for a named dopant. The cell volume and the outward shift $u$ of the four neighbours are relaxed. The other atoms follow the cell.

A repulsion $\varphi_0(d_0/d)^m$ acts on each of the $N_b=128$ bonds. Put $x=\ln(V/V_0)$, so that $d_0/d=e^{-x/3}$ in the bulk. If $E_{\rm band}(x)$ is the bulk electronic energy, zero pressure and the chosen modulus require, at $x=0$,

$$
E'_{\rm band}=\frac{mN_b\varphi_0}{3},
\qquad
E''_{\rm band}+\frac{m^2N_b\varphi_0}{9}=BV_0. \tag{12}
$$

These two conditions give $\varphi_0=4.00$ eV and $m=5.07$.

The valence edge can be found by hand. At zero wavevector the $p_x$ orbitals of the two sublattices have energy $E_p$ and coupling $V_{xx}(d_0/d)^2$. Couplings to the other orbitals cancel in the sum over the four tetrahedral bonds. The lower combination is the valence edge:

$$
E_v=E_p-V_{xx}(V/V_0)^{-2/3}.
$$

Since $d\ln V/dp=-1/B$ at zero pressure,

$$
\frac{dE_v}{dp}=-\frac{2V_{xx}}{3B}. \tag{13}
$$

With $V_{xx}=1.7$ eV this is $-11.33$ meV/GPa. Differentiating the numerical band edge gives $-11.34$ meV/GPa.

## From volumes to the slope

The conversion is $1\ \text{Å}^3=6.2415$ meV/GPa. Equation (13) therefore assigns $-1.816$ Å$^3$ to each reservoir electron. The atomic reservoir term is omitted below because it is common to all three charge states.

| Charge | $u$ (Å) | $V_q-V_b$ (Å$^3$) | $V_f$ without atoms (Å$^3$) |
|---|---:|---:|---:|
| 0 | 0.084 | 4.098 | 4.098 |
| + | 0.094 | 4.968 | 3.152 |
| 2+ | 0.106 | 5.897 | 2.266 |

For the two-electron level,

$$
\frac{d\varepsilon(2+/0)}{dp}
=\frac{4.098-2.266}{2}\ \text{Å}^3
=0.916\ \text{Å}^3,
$$

or 5.72 meV/GPa per electron. An independent calculation obtains the levels from enthalpies at $-0.5$ and $+0.5$ GPa and divides their difference by 1 GPa. It also gives 5.72 meV/GPa. For $+/0$ and $2+/+$, both routes give 5.91 and 5.53 meV/GPa, whose mean is again 5.72. The test required agreement within 0.1 meV/GPa for each pair; the printed differences are about 0.001 meV/GPa.

The reservoir term decides the sign here. The bare cell expands on ionization, so the bare-volume part of the $+/0$ slope is $4.098-4.968=-0.870$ Å$^3$, or $-5.43$ meV/GPa. Subtracting the valence-edge slope adds 11.33 meV/GPa and leaves a positive result. The bare expansion cannot be interpreted alone, because it depends on the potential reference.

That dependence was tested with $D=1.0$ eV. The bare-volume part of the $+/0$ slope changed by $-10.19$ meV/GPa, while the edge slope changed by $-10.00$ meV/GPa. Their difference, $-0.19$ meV/GPa, is the finite-cell remainder. With $B_+=98.4$ GPa the first-order term (9) accounts for $-0.16$ meV/GPa of it, and the rest is of higher order in $D$. In a 216-atom cell the remainder falls to $-0.05$ meV/GPa.

The fixed-volume route starts from excess pressures of 0.3236 GPa for the neutral state and 0.4642 GPa for $2+$. With $V_0=1259.71$ Å$^3$, equation (10) gives relaxation volumes of 4.08 and 5.85 Å$^3$. The resulting $2+/0$ slope is 5.81 meV/GPa, 1.5% above the fully relaxed value.

## Which charge states are stable

The levels lie at 0.5088 eV for $+/0$, 0.5150 eV for $2+/+$ and 0.5119 eV for $2+/0$. Their order follows from the absence of electron repulsion. At a fixed structure, the energy is then linear in the number $n=2-q$ of electrons in the donor level:

$$
F_n(V,\mathbf R)=F_{\rm core}(V,\mathbf R)+n\lambda(V,\mathbf R).
$$

Let the minimum of $F_n+pV$ be $H^{(n)}$. At the best structure for $n=1$, the value of $F_1+pV$ is the mean of the values for $n=0$ and $n=2$. Neither of those can lie below its own minimum, so

$$
H^{(1)}\ge\tfrac12\left(H^{(0)}+H^{(2)}\right). \tag{14}
$$

Rearrangement gives $H^{(1)}-H^{(0)}\ge H^{(2)}-H^{(1)}$, which is $\varepsilon(2+/+)\ge\varepsilon(+/0)$. The singly charged state is never lowest in this model, and $2+/0$ is the stable transition.

The margin is small. At the $2+/0$ level the $+$ state lies only half of 6.2 meV above the other two. A rough repulsion of 0.3 eV in the neutral state would raise $\varepsilon(+/0)$ by 0.3 eV, reverse the order and make $+$ stable over a range of Fermi levels. The one-electron slopes would then be the relevant ones.

## Size of the neglected effects

The largest effect sized here is the overlap of donor states in neighbouring cells. Changing the electron boundary condition from periodic to antiperiodic, with $u=0$, moves the donor level by only $-0.011$ eV but changes its pressure slope by $-1.3$ meV/GPa. That is 23% of the $2+/0$ slope. A nearly unchanged level therefore does not establish a converged derivative. The two boundary conditions also do not bracket the isolated level: at $u=0$ it lies 0.013 eV above the periodic value, and its slope is 1.1 meV/GPa below the periodic one. In a 216-atom cell, again with four relaxed neighbours, the $2+/0$ level moves from 0.512 to 0.525 eV and its slope from 5.72 to 4.89 meV/GPa. The 64-atom levels are therefore converged only to about 0.02 eV and the slopes to about 1 meV/GPa; their further digits serve only to compare the two routes within one cell.

The model has no long-range Coulomb energy. A charged-supercell calculation that includes it needs an image correction, whose leading point-charge term in Gaussian units is

$$
C_q=\frac{\alpha_M q^2e^2}{2\epsilon_r L}. \tag{15}
$$

Here $\alpha_M$ is the Madelung constant of a cubic array in a neutralizing background, $L=10.80$ Å is the cell edge and $\epsilon_r=12$ is a rough permittivity. For $q=1$ this is 0.158 eV. The correction to $\varepsilon(2+/0)$ is $-C_2/2=-2C_1$. At fixed permittivity, $d\ln L/dp=-1/(3B)$, so $C_1$ grows at the rate $C_1/(3B)$. The slope correction is $-2C_1/(3B)=-1.05$ meV/GPa. It shows the size to expect in such a calculation; it is not an error of the present model, which has no image energy to remove.

The 0.3 eV repulsion raises $\varepsilon(2+/0)$ by half its value. If it varies inversely with length at fixed permittivity, it adds $0.15\ \text{eV}/(3B)=0.50$ meV/GPa.

For classical harmonic vibrations the free energy is $k_BT\sum_j\ln(\hbar\omega_j/k_BT)$. With $\gamma_j=-d\ln\omega_j/d\ln V$, its pressure derivative is $k_BT\sum_j\gamma_j/B$. A rough change of 3 in the summed $\gamma_j$ per transferred electron gives 0.78 meV/GPa at 300 K. Its sign depends on the defect.

The $2+/0$ slope itself changes by $-0.19$ meV/GPa for each GPa, about 3%. Taken together, these sizes support a positive model slope of about 5 meV/GPa, with an uncertainty of one or two meV/GPa from the effects considered. This is below the calculated 5.72 meV/GPa because the overlap of donor states makes the periodic 64-atom value too high. Relaxation of atoms beyond the four neighbours is not included in this estimate. Relaxing all 64 atoms lowers the $2+/0$ slope from 5.72 to 5.49 meV/GPa, raises the level to 0.528 eV and widens the 6.2 meV splitting of the one-electron levels to about 11 meV.

## Comparison with silicon and limits of use

The lattice constant and modulus are close to those of silicon, but the sampled gap of 1.50 eV exceeds the real gap of roughly 1.1 eV. The cell samples only a few wavevectors and misses the conduction minimum, so 1.50 eV is an upper bound on the gap of the parameter set. Its true minimum, about three quarters of the way to $X$, gives 1.13 eV. The $+/0$ level lies 0.99 eV below the sampled conduction edge. Even with a gap of 1.1 eV it would lie about 0.6 eV below the edge. The two levels of sulfur in silicon lie roughly 0.3 and 0.6 eV below the edge. Without repulsion the model puts both of its levels near 0.6 eV, and the rough 0.3 eV repulsion would move $+/0$ to about 0.3 eV. The depths thus do not exclude a sulfur-like donor, but the orbital shifts were not fitted to any dopant, and the slopes are not predictions for sulfur.

The conduction edge is the weakest part of the comparison. The sampled gap rises by 2.06 meV/GPa, and (11) gives $-3.66$ meV/GPa for the depth of the $2+/0$ level below that edge. The true gap of the parameter set also rises, by about 1.9 meV/GPa, so the sign comes from the model and not from the sampling. Silicon's indirect gap instead falls by roughly 15 meV/GPa. With the model's valence-referenced slope held fixed, that value would change the depth slope to about $-21$ meV/GPa. A measurement referred to the conduction band therefore needs a reliable gap derivative before it is compared with (7).

Equation (7) applies along one smooth structural minimum for each charge state. If pressure makes another defect geometry more stable, the level stays continuous but its slope jumps, because $V_q$ jumps. If the defect level enters a band, the assumed localized charge state may cease to exist. Under uniaxial stress the single volume must be replaced by the response to each stress component, and the valence edge can split. Devices under film or packaging stress break the hydrostatic assumption in this way; the size of that change is not determined by the present model.

The values for the 64-atom cell with four relaxed neighbours are in the numerical output below.

## Values computed for the example and the checks

```
Lattice constant: 5.40 A
Bulk modulus: 100.0 GPa
Cell volume V0: 1259.71 A^3
Donor s-orbital shift: -8.0 eV
Donor p-orbital shift: -2.0 eV
Repulsion per bulk bond: 4.004 eV
Repulsion exponent: 5.066 (dimensionless)
Pressure step: 0.5 GPa
Sampled bulk gap: 1.501 eV
1 A^3 per electron: 6.2415 meV/GPa
q=+0 neighbour shift: 0.0836 A
q=+0 bare relaxation volume: 4.098 A^3
q=+0 Vf without atomic reservoirs: 4.098 A^3
q=+1 neighbour shift: 0.0943 A
q=+1 bare relaxation volume: 4.968 A^3
q=+1 Vf without atomic reservoirs: 3.152 A^3
q=+2 neighbour shift: 0.1063 A
q=+2 bare relaxation volume: 5.897 A^3
q=+2 Vf without atomic reservoirs: 2.266 A^3
Level +1/+0 above Ev: 0.5088 eV
Slope +1/+0, enthalpies: 5.907 meV/GPa
Slope +1/+0, volumes: 5.906 meV/GPa
Level +2/+1 above Ev: 0.5150 eV
Slope +2/+1, enthalpies: 5.532 meV/GPa
Slope +2/+1, volumes: 5.531 meV/GPa
Level +2/+0 above Ev: 0.5119 eV
Slope +2/+0, enthalpies: 5.719 meV/GPa
Slope +2/+0, volumes: 5.718 meV/GPa
dEv/dp, numerical: -11.335 meV/GPa
dEv/dp, formula: -11.333 meV/GPa
Sampled gap slope: 2.056 meV/GPa
Slope of Ec minus 2+/0 level: -3.663 meV/GPa
Added potential strength D: 1.0 eV
Bare-volume slope change from D: -10.186 meV/GPa
Band-edge slope change from D: -10.000 meV/GPa
Finite-cell reference residual: -0.186 meV/GPa
q=+0 excess pressure at V0: 0.3236 GPa
q=+2 excess pressure at V0: 0.4642 GPa
2+/0 slope from excess pressures: 5.805 meV/GPa
Boundary-phase level change: -0.011 eV
Boundary-phase slope change: -1.317 meV/GPa
Rough permittivity: 12.0 (dimensionless)
Image energy, charge one: 0.158 eV
Image effect on 2+/0 slope, size: 1.051 meV/GPa
Rough electron repulsion: 0.3 eV
Repulsion effect on 2+/0 slope, size: 0.500 meV/GPa
Temperature: 300 K
Rough summed Gruneisen change: 3.0 (dimensionless)
Thermal slope effect, size: 0.776 meV/GPa
2+/0 slope change per GPa: -0.193 meV/GPa^2
```
